# Phonon-assisted absorption amplitudes from Sternheimer equations at fixed photon energy

## What units and a shift of momentum already fix

An electron in an occupied crystal state $i$, with wavevector $k$ and energy $e_i$, absorbs a photon of energy $E$. It also emits or absorbs a phonon of energy $W$ and ends in an empty state $f$ at another wavevector $k'$. Light couples through the momentum component $p$ along the polarisation and keeps $k$; the phonon couples through an operator $g$, an energy, and takes $k$ to $k'$. To lowest order the amplitude $S$ contains one factor $p$ and one factor $g$. Second-order perturbation theory divides their product by one energy, so $S$ is a momentum. The operators can act in two orders:

$$S=\langle f|\,g\,(a-H_k)^{-1}p+p\,(b-H_{k'})^{-1}g\,|i\rangle .$$

Here $H_k$ is the one-electron Hamiltonian at $k$, and $a,b$ are energies still to be found. If the photon acts first, the energy available to the electron is $e_i+E$, so $a=e_i+E$.

A symmetry gives $b$. Replace $p$ by $p+c$, with $c$ a number. For all electrons together this adds $c$ times the electron number, which commutes with the whole Hamiltonian and so cannot cause a transition. The added part of $S$ must vanish. Since $H_k|i\rangle=e_i|i\rangle$ and $H_{k'}|f\rangle=e_f|f\rangle$, that part is

$$c\,\langle f|g|i\rangle\left[\frac1{E}+\frac1{b-e_f}\right]=0
\quad\Rightarrow\quad b=e_f-E .$$

Both shifts contain the photon energy and neither contains the phonon energy. This is what makes the method economical.

The assumptions are independent electrons, first order in each coupling, and a local crystal potential. With a local potential the velocity is $p/m$ and the light coupling does not depend on the ion positions. Energy is conserved:

$$e_f=e_i+E+sW,\qquad s=-1\ \text{(emission)},\quad s=+1\ \text{(absorption)}.$$

## A two-orbital crystal by hand

Take two orbitals at $k$ and one at $k'$. With $t>0$, let

$$H_k=\begin{pmatrix}0&t\\t&0\end{pmatrix},\quad
p_k=\begin{pmatrix}u&0\\0&v\end{pmatrix},\quad
g=(g_1,\;g_2),\quad H_{k'}=e_f,\quad p_{k'}=w .$$

The lower eigenvector is $|i\rangle=(1,-1)^T/\sqrt2$ with $e_i=-t$; the upper one is $|n\rangle=(1,1)^T/\sqrt2$ with $e_n=t$. The direct gap is $2t$.

**Without the upper state.** Define $|x\rangle=(e_i+E-H_k)^{-1}p|i\rangle$. It solves

$$\begin{pmatrix}E-t&-t\\-t&E-t\end{pmatrix}\begin{pmatrix}x_1\\x_2\end{pmatrix}
=\frac1{\sqrt2}\begin{pmatrix}u\\-v\end{pmatrix}.$$

The determinant is $(E-t)^2-t^2=E(E-2t)$. The inverse matrix has $E-t$ on its diagonal and $t$ off it, divided by this determinant, so

$$x_1=\frac{(E-t)u-tv}{\sqrt2\,E(E-2t)},\qquad
x_2=\frac{tu-(E-t)v}{\sqrt2\,E(E-2t)} .$$

At $k'$ the equation $(e_f-E-H_{k'})z=pf$ reads $-Ez=w$, so $z=-w/E$. The amplitude is

$$S=g_1x_1+g_2x_2-\frac wE\,\frac{g_1-g_2}{\sqrt2}.$$

**With full diagonalisation.** The matrix elements are $p_{ii}=(u+v)/2$, $p_{ni}=(u-v)/2$, $g_{fi}=(g_1-g_2)/\sqrt2$ and $g_{fn}=(g_1+g_2)/\sqrt2$. The sum over states is

$$S=\frac{g_{fi}p_{ii}}{E}+\frac{g_{fn}p_{ni}}{E-2t}-\frac{w\,g_{fi}}{E}.$$

The last terms of the two expressions agree. In the rest, the coefficient of $g_1$ is

$$\frac1{\sqrt2}\,\frac{(u+v)(E-2t)+(u-v)E}{2E(E-2t)}
=\frac{(E-t)u-tv}{\sqrt2\,E(E-2t)}=x_1 ,$$

and the coefficient of $g_2$ is

$$\frac1{\sqrt2}\,\frac{-(u+v)(E-2t)+(u-v)E}{2E(E-2t)}
=\frac{tu-(E-t)v}{\sqrt2\,E(E-2t)}=x_2 .$$

The two routes are identical.

Three cases show the physics. If $u=v=w$, then $p_{ni}=0$ and the two $1/E$ terms cancel, as the shift argument requires. If $E\to2t$ with $g_{fn}p_{ni}\neq0$, the amplitude diverges because the photon can drive the direct transition $i\to n$. If $E\to0$, the leading term is $g_{fi}(p_{ii}-w)/E$: the electron scatters within the bands, and light couples to its change of velocity.

## Why occupied states belong in the sum

Write the second denominator as it arises in time order. If the phonon acts first, the photon is still present and the electron has energy $e_i+sW$ available. Then

$$S=\sum_n\frac{g_{fn}p_{ni}}{e_i+E-e_n}+\sum_m\frac{p_{fm}g_{mi}}{e_i+sW-e_m},$$

with $n$ at $k$ and $m$ at $k'$. Energy conservation gives $e_i+sW=e_f-E$, the shift found above.

The sums should run over all states, although an electron cannot enter an occupied one. Suppose $n\ne i$ is occupied. The allowed sequence is then reversed: the phonon moves the electron in $n$ to $f$, and the photon moves the electron in $i$ to the vacated $n$. The energy denominator, initial minus intermediate, is

$$e_n+sW-e_f=e_n-e_i-E=-(e_i+E-e_n).$$

The fermion operators supply a second minus sign. Moving $c_n$ to the left past $c_f^\dagger$ and $c_i$ takes two exchanges, and exchanging $c_i$ with $c_f^\dagger$ takes one more:

$$c_n^\dagger c_i\,c_f^\dagger c_n=c_n^\dagger c_n\,c_i c_f^\dagger
=-c_f^\dagger c_i\,c_n^\dagger c_n .$$

The signs cancel, and the contribution is $g_{fn}p_{ni}/(e_i+E-e_n)$, as for an empty state. An occupied $m$ at $k'$ works the same way: the photon first moves $m$ to $f$, with denominator $e_m+E-e_f=-(e_i+sW-e_m)$, and the phonon then moves $i$ to $m$.

The diagonal terms need separate care. Let $P$ be the sum of $p_{aa}$ over the occupied states. Photon first gives $g_{fi}P/E$. Phonon first gives $-g_{fi}(P-p_{ii}+p_{ff})/E$, because $i$ has been replaced by $f$. The sum is $g_{fi}(p_{ii}-p_{ff})/E$, which is the $n=i$ and $m=f$ terms. All these steps used energy conservation.

This was tested by diagonalising a many-electron matrix. Three electrons occupy six orbitals, with energies $-1.7,\,0,\,3.4$ eV at $k$ and $-2.9,\,1.13,\,5.2$ eV at $k'$. The transition goes from the level at 0 to the level at 1.13 eV, with a phonon of 0.06 eV emitted. One photon mode and one phonon mode are included, the matrix elements are random numbers, and both couplings are multiplied by $\lambda=10^{-3}$. The initial and final many-body states are degenerate before coupling. Projecting the two eigenvectors that contain them onto this pair, and orthonormalising, gives an effective $2\times2$ Hamiltonian. Its off-diagonal element divided by $\lambda^2$ is 0.172418 in size; the linear equations give $|S|=0.172423$. Leaving out the occupied states other than $i$ gives 0.287, an error of 66%. Dropping the term $n=i$ as well, so that only empty intermediate states remain, gives 0.0218, an error of 87%. That second figure is not a measure of blocking, because it changes when a constant is added to $p$; the term $n=i$ must stay in any case.

## The general equations

The eigenstates at $k$ are complete, so for any $a$ outside the spectrum

$$\sum_n\frac{|n\rangle\langle n|}{a-e_n}=(a-H_k)^{-1}.$$

Define the photon-dressed initial state by

$$(e_i+E-H_k)|x_i\rangle=p|i\rangle .$$

The first sum becomes $\langle f|g|x_i\rangle$. In the second, let the resolvent act to the left. Since $p$ and $H_{k'}$ are Hermitian and the shift is real,

$$\langle f|p\,(e_f-E-H_{k'})^{-1}=\langle z_f|,\qquad
(e_f-E-H_{k'})|z_f\rangle=p|f\rangle .$$

Therefore

$$\boxed{S=\langle f|g|x_i\rangle+\langle z_f|g|i\rangle .}$$

These are the Sternheimer equations of the problem. The phonon operator is absent from both. At fixed $E$ and polarisation there is one solve for each initial state and one for each final state; every pair and every phonon pattern then costs matrix elements alone. Letting the resolvent act to the right on $g|i\rangle$ would instead need a new solve for each initial state, each $k'$ and each phonon mode.

On a finite wavevector grid the energy condition can be given a width. A pair that misses it by $\delta$ has its second denominator shifted by $\delta$. The relative error of that term is about $\delta$ divided by the denominator, so the width must stay small against the denominators that matter.

For a vector potential $2A_0\cos(Et/\hbar)$ and electron charge of size $e$, the transition rate is

$$\Gamma=\frac{2\pi}{\hbar}\left(\frac{eA_0}{m}\right)^2|S|^2\,\nu\;\delta(e_f-e_i-E-sW),$$

with $\nu=n_W+1$ for emission and $\nu=n_W$ for absorption, where $n_W$ is the phonon occupation.

## Solving an indefinite equation

Let $A$ be either shifted operator. Some eigenvalues of $H$ lie below the shift and others above, so $A$ has eigenvalues of both signs. Conjugate gradients seeks the minimum of $\tfrac12x^\dagger Ax-\mathrm{Re}\,b^\dagger x$, but for such an $A$ this function has a saddle point. Its step length also contains $d^\dagger Ad$ in the denominator, which can vanish for a nonzero direction $d$. Minimising the residual avoids both problems.

Large kinetic energies spread the spectrum and slow the iteration. Let $D=(T+10\ \text{eV})^{-1/2}$, where $T$ is the diagonal kinetic energy in a plane-wave basis. With $x=Dy$, the equation $Ax=b$ becomes $By=c$, where $B=DAD$ and $c=Db$. The steps are as follows.

1. Set $\beta=\|c\|$ and $v_1=c/\beta$.
2. At step $m$ form $Bv_m$. Subtract its components $h_{jm}=v_j^\dagger Bv_m$ along $v_1,\dots,v_m$. The remainder has length $h_{m+1,m}$ and direction $v_{m+1}$.
3. With $V_m=(v_1,\dots,v_m)$ this construction says $BV_m=V_{m+1}h$. For $y=V_m\eta$ the orthonormality of the $v_j$ gives
$$\|c-By\|=\|\beta\,\mathbf e_1-h\eta\| ,$$
where $\mathbf e_1$ is the first unit vector. This is a small least-squares problem for $\eta$.
4. Stop when this residual is small enough and return $x=DV_m\eta$.

If $h_{m+1,m}=0$, the space is closed under $B$. Since $B$ is invertible, the solution then lies in that space.

The residual controls the error of the amplitude. Let $r_x=A\tilde x-p|i\rangle$ for an approximate $\tilde x$. Its error is $A^{-1}r_x$, whose norm is at most $\|r_x\|/d_x$, where $d_x$ is the distance from the shift to the nearest eigenvalue of $H_k$. The same holds for $z$. The Cauchy–Schwarz inequality gives

$$|\delta S|\le\frac{\|g^\dagger f\|\,\|r_x\|}{d_x}+\frac{\|g\,i\|\,\|r_z\|}{d_z}.$$

The method fails where a distance vanishes with a nonzero matrix element: $i$ or $f$ then takes part in a direct transition of energy $E$. Close to such a point one term dominates $|x_i\rangle=\sum_n|n\rangle p_{ni}/(e_i+E-e_n)$, and its norm grows as the inverse detuning. In the crystal below, reducing the detuning from 0.02 to 0.01 eV multiplies the norm by 1.999. At resonance a finite linewidth is required.

## The phonon operator for moving ions

Let each ion carry its potential rigidly, with two atoms at positions $t_a$ in each of $N$ cells. Displace them by $\xi\,e_a\exp[iq\cdot(R+t_a)]$, where $R$ labels cells, $q=k'-k$ and $\sum_a|e_a|^2=1$. Between plane waves $k+G$ and $k'+G'$ the transferred wavevector is $Q=q+G'-G$. The crystal potential has the element

$$\frac{v(Q)}{2N}\sum_{R,a}e^{-iQ\cdot(R+t_a+u_{Ra})},$$

where $v(Q)$ is the form factor, normalised to one cell of two atoms. To first order the displacement $u_{Ra}$ brings down $-iQ\cdot u_{Ra}$. Since $Q-q=G'-G$ is a reciprocal lattice vector, each cell contributes equally and the sum over $R$ gives $N$:

$$g_{G'G}=\xi\,\frac{v(Q)}2\sum_a(-iQ\cdot e_a)\,e^{-i(G'-G)\cdot t_a}.$$

An oscillator of mass $M$ and quantum $W$ has the zero-point length $L=\sqrt{\hbar^2/(2MW)}$. The squared displacements of the mode, summed over all ions, are $N\xi^2$; setting this equal to $L^2$ gives $\xi=L/\sqrt N$. Values below are for $N=1$. The formula was tested against a sum over 64 cells with ions displaced by $\pm10^{-5}$ nm times a general pattern, at $q$ halfway to the zone boundary point X. The largest discrepancy is $1.9\times10^{-8}$ of the largest element.

## A crystal in the regime of silicon

The model is a diamond lattice with $a=0.543$ nm, ion mass 28 u and $W=0.058$ eV, so $L=3.59\times10^{-3}$ nm. The form factors are $-2.9$, 0.55 and 1.1 eV at squared wavevectors 3, 8 and 11 in units of $(2\pi/a)^2$. A smooth curve joins them to $-8$ eV at zero and to 0 at 16. With 229 plane waves the direct gap at the zone centre is 3.49 eV and the indirect gap is 0.92 eV, with the valley at $0.852\,(2\pi/a)$ towards X.

The photon energy is fixed at 1.100 eV, or 1127 nm. The initial states are the three degenerate states at the valence top. For emission the final state lies $1.100-0.058=1.042$ eV above them, which is 0.122 eV above the valley minimum. Between the zone centre and the valley minimum this occurs at $0.705\,(2\pi/a)$; for absorption it occurs at $0.646\,(2\pi/a)$.

The two atoms move transversely to that line. Their vectors $e_a$ are opposite, called antiphase below, or equal, called in phase; the wave factor $\exp[iq\cdot(R+t_a)]$ adds a further phase difference between the atoms. Both patterns are chosen, not derived from a dynamical matrix, and both use the same $W$. The table gives the root of $\sum|S|^2$ over the three initial states and two transverse directions, in $\hbar$/nm. A unitary change of basis among the initial states leaves this sum unchanged. The bands depend only on the listed form factors, but the phonon operator also uses the curve between them. Changing the value at zero by 2 eV moves the table entries by up to about 6%, and other smooth interpolations through the same points move them by 2% to 16%; the largest shift came from a cubic spline in the squared wavevector that reaches zero with zero slope at 16. The second digit therefore already depends on the curve chosen.

| Process, light relative to valley axis | Antiphase | In phase |
|---|---|---|
| emission, along | 0.504 | 0.519 |
| emission, across | 1.248 | 0.588 |
| absorption, along | 0.505 | 0.604 |
| absorption, across | 1.311 | 0.544 |

Ten solves produced the table: three initial states and two final states, each for two polarisations. They took 17 or 18 iterations each. At the zone centre and at the emission wavevector, four of the 229 eigenvalues lie below the shift, so these operators are indefinite. The largest difference from the complete sum over states is $1.7\times10^{-12}$ of the amplitude.

For size, the direct momentum element from the same initial states to the four lowest conduction states is 18.5 $\hbar$/nm, again a root of summed squares. The direct detuning is $3.488-1.100=2.388$ eV for the lowest three of these states; the fourth lies 0.45 eV higher. Multiplying the first emission amplitude by this detuning and dividing by the direct element gives $0.504\times2.388/18.5\approx0.065$ eV for one cell. This is a scale for the whole amplitude, not the phonon matrix element itself: the elements between those four states and the final state have a root of summed squares of 0.167 eV. The contributions do not simply add in size, and the phonon-first order takes part too.

The remaining comparisons use emission, light along the axis and antiphase motion.

- Keeping states up to 10 eV above the valence top, 11 of them at $k$, gives an error of 2.2%. A limit of 60 eV, with 59 states, gives 0.06%. The error does not fall steadily: a limit of 20 eV gives 4.9% and 30 eV gives 1.4%. A short sum is thus good to about 5% in this model; the linear equations remove the cut-off and the need to compute empty intermediate states.
- Dropping $W$ from the second denominator changes the amplitude by 0.9%. This shows the effect of missing the energy condition by 0.058 eV; for the other table entries it reaches 2.8%.
- Stopping at a scaled residual of $10^{-3}$ takes 8 iterations. The error is $1.4\times10^{-4}$ of the amplitude and the bound is $3.7\times10^{-2}$, so the bound is safe but far from tight here.
- With 531 plane waves, the same final wavevector and $E$ readjusted to conserve energy, the amplitude changes by 0.03%. At fixed $E=1.100$ eV the larger basis moves every table entry by at most 0.0003 $\hbar$/nm and leaves the gaps, wavevectors and masses unchanged in the digits shown.

At 300 K the phonon occupation is 0.119. The ratio of absorption to emission, from squared amplitudes and occupations, is $(0.119/1.119)(0.505/0.504)^2\approx0.107$. The different densities of final states are not included.

## How far the model is from silicon

The lattice constant, ion mass and phonon energy are roughly those of silicon, and so is the direct gap. The indirect gap is not: silicon has roughly 1.1 eV at room temperature, about 0.2 eV more than the model. A photon of 1.1 eV therefore lies near the absorption edge of silicon, while here it lies well above the model's edge.

One neglected effect is the attraction between electron and hole. Take a hole mass of 0.5 $m_e$ and a permittivity of 12 as rough inputs, with the model's valley masses of 0.88 $m_e$ along the axis and 0.19 $m_e$ across it. Averaging the inverse electron mass over the three directions gives an electron mass of about 0.25 $m_e$, and with the hole a reduced mass of about 0.17 $m_e$. A hydrogen-like pair is then bound by $13.6\times0.17/12^2$ eV, about 16 meV. The hole is at the band top, so the energy of relative motion is the fraction $0.5/(0.5+0.876)$ of the electron's 0.122 eV, or 0.044 eV. The Sommerfeld factor for the rate is

$$\frac{\gamma}{1-e^{-\gamma}},\qquad
\gamma=2\pi\sqrt{\frac{0.0159}{0.0443}}\approx3.8,$$

which gives about 3.9. It is rough, because it applies an isotropic formula to anisotropic masses: taking $\gamma$ from the relative velocity along the axis instead gives a factor of about 5. Both values suggest that the independent-electron rate to this final state can be several times too small.

The phonon pattern matters as much for light across the axis. Going from antiphase to in-phase motion in emission lowers the rate by a factor of $(1.248/0.588)^2\approx4.5$, or between 3.7 and 5.3 with the other form-factor curves tried, so a prediction for silicon needs computed phonon eigenvectors. The same ten solutions would serve for any pattern with the same phonon energy; another phonon energy moves the final state and needs a new $|z_f\rangle$. Spin–orbit splitting, roughly 0.044 eV, is 1.8% of the direct detuning, so it changes that denominator little. It also splits the three initial states and so shifts their final energies, an effect not estimated here. The numerical output follows.

## Numbers as computed

```
small model: |S| from linear equations = 0.172423 (model units)
small model: coupling from full diagonalisation = 0.172418
small model: |S| with empty states only = 0.021807
small model: relative error, empty states only = 0.874
displacement operator, relative error = 1.9e-08
lattice constant = 0.543 nm, ion mass = 28.0 u
form factors at squared wavevector [0.0, 3.0, 8.0, 11.0, 16.0] (2pi/a)^2 = [-8.0, -2.9, 0.55, 1.1, 0.0] eV
phonon energy = 0.058 eV, length L = 3.587e-03 nm
plane waves = 229
indirect gap = 0.9202 eV at k = 0.8518 (2pi/a)
direct gap at zone centre = 3.4878 eV
photon energy = 1.100 eV, wavelength = 1127.1 nm
final k, emission = 0.70511, absorption = 0.64556 (2pi/a)
eigenvalues below shift: at k 4, at k' 4
distance shift to spectrum: at k 1.1000, at k' 1.1000 eV
iterations, initial states = 18 to 18
iterations, final states = 17 to 18
linear solves in all = 10
worst relative residual = 8.7e-12
worst relative error against full sum = 1.7e-12
|S| emission, light along valley axis, antiphase = 0.50406 hbar/nm
|S| emission, light along valley axis, in-phase = 0.51870 hbar/nm
|S| emission, light across valley axis, antiphase = 1.24785 hbar/nm
|S| emission, light across valley axis, in-phase = 0.58753 hbar/nm
|S| absorption, light along valley axis, antiphase = 0.50506 hbar/nm
|S| absorption, light along valley axis, in-phase = 0.60435 hbar/nm
|S| absorption, light across valley axis, antiphase = 1.31135 hbar/nm
|S| absorption, light across valley axis, in-phase = 0.54362 hbar/nm
sum cut 10 eV above valence top (11 states at k): relative error 2.22e-02
sum cut 30 eV above valence top (23 states at k): relative error 1.44e-02
sum cut 60 eV above valence top (59 states at k): relative error 6.13e-04
sum cut 100 eV above valence top (113 states at k): relative error 3.15e-04
phonon energy dropped in second denominator: relative error 0.0086
loose solve (1e-3): 8 to 8 iterations, error 1.4e-04, bound 3.7e-02
norm growth, detuning 0.02 to 0.01 eV = 1.9990
larger basis (531 waves), relative change = 2.6e-04
direct momentum element, 4 lowest conduction states = 18.517 hbar/nm
valley masses: longitudinal 0.876, transverse 0.188 m_e
rough inputs: hole mass 0.5 m_e, permittivity 12.0, spin-orbit 0.044 eV
electron energy above valley minimum (emission) = 0.1218 eV
exciton binding, rough = 15.9 meV
electron-hole attraction, rough rate factor = 3.86
spin-orbit splitting / direct detuning = 0.018
phonon occupation at 300 K = 0.1187
absorption/emission, squared amplitudes with occupation = 0.1065
```
